# Kramers-Heisenberg scattering: two multipolar diagrams equal three minimal-coupling diagrams: a program that tests the result

```python
"""Kramers-Heisenberg scattering amplitude in two couplings.

Result under test (atomic units: hbar = m = e = 4 pi eps0 = 1), on the energy
shell E_i + w_in = E_f + w_out, for emitted polarization a and absorbed b:
  multipolar: T = -alpha_ab, with
     alpha_ab = sum_r [ mu_a^fr mu_b^ri / (E_r - E_i - w_in)
                      + mu_b^fr mu_a^ri / (E_r - E_i + w_out) ]
  minimal:    T = { N delta_ab delta_fi + sum_r [ p_a^fr p_b^ri / (E_i + w_in - E_r)
                      + p_b^fr p_a^ri / (E_i - w_out - E_r) ] } / (w_in w_out)
and the two T are equal. mu = -(sum of electron positions), p = total electron
momentum, N = number of electrons. The full matrix element is T times
sqrt(n w_in w_out) / (2 eps0 V), V being the quantization volume.
"""
import numpy as np
from scipy import constants as const


def oscillator_grid(size, freq):
    """Quadrature points, derivative and kinetic matrices of an oscillator basis."""
    lower = np.diag(np.sqrt(np.arange(1.0, size + 1)), 1)
    position = (lower + lower.T) / np.sqrt(2 * freq)
    derivative = np.sqrt(freq / 2) * (lower - lower.T)
    kinetic = -0.5 * (derivative @ derivative)[:size, :size]
    points, u = np.linalg.eigh(position[:size, :size])
    return points, u.T @ derivative[:size, :size] @ u, u.T @ kinetic @ u


def two_coordinate_system(size, potential):
    """Hamiltonian, coordinates and derivative matrices for two coordinates."""
    pts, der, kin = oscillator_grid(size, 0.5)
    one = np.eye(size)
    q1, q2 = np.kron(pts, np.ones(size)), np.kron(np.ones(size), pts)
    ham = np.kron(kin, one) + np.kron(one, kin) + np.diag(potential(q1, q2))
    return ham, q1, q2, np.kron(der, one), np.kron(one, der)


def orderings(energy, emit, absorb, i, f, w_in, w_out, kept=None):
    """Absorption-first and emission-first second-order sums."""
    s = slice(0, kept)
    first = np.sum(emit[f, s] * absorb[s, i] / (energy[i] + w_in - energy[s]))
    second = np.sum(absorb[f, s] * emit[s, i] / (energy[i] - w_out - energy[s]))
    return first, second


def minimal_parts(energy, p_emit, p_absorb, overlap, i, f, w_in, w_out, kept=None):
    """Two p.A diagrams and the A^2 diagram; overlap = N e'.e."""
    first, second = orderings(energy, p_emit, p_absorb, i, f, w_in, w_out, kept)
    seagull = overlap if i == f else 0.0
    return np.array([first, second, seagull]) / (w_in * w_out)


# ---------------- one electron in a two-dimensional anharmonic well ----------
FREQ_X, FREQ_Y, CUBIC, QUARTIC = 0.3, 0.4, 0.02, 0.005


def well(x, y):
    return (0.5 * FREQ_X**2 * x**2 + 0.5 * FREQ_Y**2 * y**2
            + CUBIC * x * y * (x + y) + QUARTIC * (x**2 + y**2)**2)


def solve_well(size):
    ham, x, y, dx, dy = two_coordinate_system(size, well)
    energy, c = np.linalg.eigh(ham)
    if c[:, 1] @ (x * c[:, 0]) < 0:
        c[:, 1] *= -1
    mu = [-(c.T @ (q[:, None] * c)) for q in (x, y)]
    mom = [-1j * (c.T @ d @ c) for d in (dx, dy)]
    return ham, x, energy, mu, mom


ham, x_grid, E, mu, mom = solve_well(24)
w_in = 0.7
w_raman = w_in - (E[1] - E[0])
assert w_raman > 0 and np.min(np.abs(E - E[0] - w_in)) > 0.05
pol_in, pol_out = np.array([0.6, 0.8]), np.array([1.0, 0.0])

# velocity relation p_rs = i (E_r - E_s) q_rs, with q = -mu
gaps = E[:, None] - E[None, :]
for a in range(2):
    low = np.s_[:10, :10]
    assert np.max(np.abs(mom[a] + 1j * gaps * mu[a])[low]) < 1e-5

# equality for every pair of Cartesian polarizations, Raman and elastic
worst = 0.0
for f, w_out in ((1, w_raman), (0, w_in)):
    for a in range(2):
        for b in range(2):
            t_mult = sum(orderings(E, mu[a], mu[b], 0, f, w_in, w_out))
            t_min = sum(minimal_parts(E, mom[a], mom[b], float(a == b), 0, f, w_in, w_out))
            worst = max(worst, abs(t_mult - t_min))
assert worst < 1e-6

mu_in = pol_in[0] * mu[0] + pol_in[1] * mu[1]
mu_out = pol_out[0] * mu[0] + pol_out[1] * mu[1]
p_in = pol_in[0] * mom[0] + pol_in[1] * mom[1]
p_out = pol_out[0] * mom[0] + pol_out[1] * mom[1]
overlap = float(pol_in @ pol_out)
raman_mult = orderings(E, mu_out, mu_in, 0, 1, w_in, w_raman)
raman_min = minimal_parts(E, p_out, p_in, overlap, 0, 1, w_in, w_raman).real
elast_mult = orderings(E, mu_out, mu_in, 0, 0, w_in, w_in)
elast_min = minimal_parts(E, p_out, p_in, overlap, 0, 0, w_in, w_in).real

# basis convergence
_, _, E_s, mu_s, _ = solve_well(20)
small = sum(orderings(E_s, pol_out[0] * mu_s[0] + pol_out[1] * mu_s[1],
                      pol_in[0] * mu_s[0] + pol_in[1] * mu_s[1],
                      0, 1, w_in, w_in - (E_s[1] - E_s[0])))
assert abs(small - sum(raman_mult)) < 1e-4

# a constant added to the dipole operator changes the diagrams, not their sum
shift = 5.0 * np.eye(len(E))
shifted = orderings(E, mu_out + shift, mu_in + shift, 0, 1, w_in, w_raman)
assert abs(sum(shifted) - sum(raman_mult)) < 1e-8
assert abs(shifted[0] - raman_mult[0]) > 1e-2

# off the energy shell the difference is eta W / (w_in w_out)
eta = 0.05
w_off = w_raman + eta
off_mult = sum(orderings(E, mu_out, mu_in, 0, 1, w_in, w_off))
off_min = sum(minimal_parts(E, p_out, p_in, overlap, 0, 1, w_in, w_off)).real
exc = E - E[0]
W = np.sum(exc * (mu_out[1] * mu_in[:, 0] / (exc - w_in)
                  + mu_in[1] * mu_out[:, 0] / (exc + w_off))) - (mu_out @ mu_in)[1, 0]
off_formula = eta * W / (w_in * w_off)
assert abs(off_min - off_mult - off_formula) < 1e-6 and abs(off_formula) > 1e-3

# truncated elastic sums differ by the missing oscillator strength / w^2
truncation = []
for kept in (2, 3, 6, 20):
    t_a = sum(orderings(E, mu_out, mu_in, 0, 0, w_in, w_in, kept))
    t_b = sum(minimal_parts(E, p_out, p_in, overlap, 0, 0, w_in, w_in, kept)).real
    missing = overlap - np.sum(2 * exc[:kept] * mu_out[0, :kept] * mu_in[:kept, 0])
    assert abs(t_b - t_a - missing / w_in**2) < 1e-6
    truncation.append((kept, t_a, t_b, missing))

# a nonlocal term (projector on the ground state) breaks the equality
E_nl = E.copy()
E_nl[0] -= 0.1
nl_mult = sum(orderings(E_nl, mu_out, mu_in, 0, 0, w_in, w_in))
nl_min = sum(minimal_parts(E_nl, p_out, p_in, overlap, 0, 0, w_in, w_in)).real
assert abs(nl_mult - nl_min) > 1e-2

# static limit against finite-field energies
field = 2e-3
e_plus, e_minus = (np.linalg.eigvalsh(ham + s * field * np.diag(x_grid))[0] for s in (1, -1))
alpha_field = -(e_plus + e_minus - 2 * E[0]) / field**2
alpha_static = -sum(orderings(E, mu[0], mu[0], 0, 0, 1e-3, 1e-3))
assert abs(alpha_field / alpha_static - 1) < 1e-3

# cross-section in SI units; high-frequency limit is Thomson scattering
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
r_e = const.physical_constants["classical electron radius"][0]


def cross_section(amplitude, w1, w2):
    """m^2/sr from an amplitude and frequencies in atomic units."""
    alpha = amplitude * (const.e * a0)**2 / hartree
    o1, o2 = w1 * hartree / const.hbar, w2 * hartree / const.hbar
    return o1 * o2**3 * alpha**2 / (16 * np.pi**2 * const.epsilon_0**2 * const.c**4)


w_high = 20.0
sigma_high = cross_section(sum(orderings(E, mu[0], mu[0], 0, 0, w_high, w_high)), w_high, w_high)
assert abs(sigma_high / r_e**2 - 1) < 5e-3

# ---------------- two interacting electrons on a line: the factor N ----------
def pair_potential(x1, x2):
    return (0.5 * FREQ_X**2 * (x1**2 + x2**2) + QUARTIC * (x1**4 + x2**4)
            + 1 / np.sqrt(1 + (x1 - x2)**2))


ham2, x1, x2, d1, d2 = two_coordinate_system(24, pair_potential)
E2, c2 = np.linalg.eigh(ham2)
mu2 = -(c2.T @ ((x1 + x2)[:, None] * c2))
p2 = -1j * (c2.T @ (d1 + d2) @ c2)
w_pair = 0.2
pair_mult = sum(orderings(E2, mu2, mu2, 0, 0, w_pair, w_pair))
pair_min = sum(minimal_parts(E2, p2, p2, 2.0, 0, 0, w_pair, w_pair)).real
pair_wrong = sum(minimal_parts(E2, p2, p2, 1.0, 0, 0, w_pair, w_pair)).real
assert abs(pair_mult - pair_min) < 1e-5 and abs(pair_mult - pair_wrong) > 1

# ------- one electron on a line plus two quantized modes, diagonalized -------
pts, der, kin = oscillator_grid(24, 0.5)
line_ham = kin + np.diag(0.5 * FREQ_X**2 * pts**2 + 0.01 * pts**3 + QUARTIC * pts**4)
E1, c1 = np.linalg.eigh(line_ham)
mu1 = -(c1.T @ (pts[:, None] * c1))
p1 = -1j * (c1.T @ der @ c1)
G = 0.003          # 1/sqrt(2 eps0 V) in atomic units
w_mode = 0.6
a_op = np.diag(np.sqrt([1.0, 2.0]), 1)
i3, i_mol = np.eye(3), np.eye(len(E1))
modes = [np.kron(a_op, i3), np.kron(i3, a_op)]


def pair_gap(kind, w1, w2):
    """Splitting of the two levels near one photon in mode 1, molecule in state 0."""
    freqs = (w1, w2)
    h = np.kron(np.diag(E1), np.eye(9)).astype(complex)
    for w, a in zip(freqs, modes):
        h += w * np.kron(i_mol, a.T @ a)
    if kind == "minimal":
        vec = sum(G / np.sqrt(w) * (a + a.T) for w, a in zip(freqs, modes))
        h += np.kron(p1, vec) + 0.5 * np.kron(i_mol, vec @ vec)
    else:
        disp = sum(1j * G * np.sqrt(w) * (a - a.T) for w, a in zip(freqs, modes))
        h -= np.kron(mu1, disp)
        if kind == "multipolar with self term":
            h += 2 * G**2 * np.kron(mu1 @ mu1, np.eye(9))
    levels = np.linalg.eigvalsh(h)
    dist = np.abs(levels - E1[0] - w1)
    order = np.argsort(dist)
    assert dist[order[2]] > 0.01
    return abs(levels[order[0]] - levels[order[1]])


def coupling_from_crossing(kind, f):
    """Half the minimum gap as mode 2 is tuned through the crossing, over G^2."""
    centre, step = w_mode - (E1[f] - E1[0]), 5 * G**2
    g_m, g_0, g_p = (pair_gap(kind, w_mode, centre + s * step)**2 for s in (-1, 0, 1))
    slope, curve = (g_p - g_m) / 2, (g_p + g_m - 2 * g_0) / 2
    return 0.5 * np.sqrt(g_0 - slope**2 / (4 * curve)) / G**2


crossing = {}
for f in (0, 1):
    w2 = w_mode - (E1[f] - E1[0])
    predicted = np.sqrt(w_mode * w2) * abs(sum(orderings(E1, mu1, mu1, 0, f, w_mode, w2)))
    found = [coupling_from_crossing(kind, f) for kind in
             ("multipolar", "multipolar with self term", "minimal")]
    for value in found:
        assert abs(value / predicted - 1) < 5e-3, (f, value, predicted)
    crossing[f] = (predicted, found)

# ---------------------------- printed numbers --------------------------------
print("Atomic units; amplitudes T in e^2 a0^2/hartree")
print(f"well: freq x {FREQ_X}, freq y {FREQ_Y}, cubic {CUBIC}, quartic {QUARTIC}")
print("excitation energies 1-4 (hartree):", np.round(exc[1:5], 5))
print(f"incident photon energy (hartree): {w_in}")
print(f"Raman photon energy (hartree): {w_raman:.5f}")
print("incident, scattered polarization:", pol_in, pol_out)
print(f"Raman multipolar, absorption first: {raman_mult[0]:.6f}")
print(f"Raman multipolar, emission first: {raman_mult[1]:.6f}")
print(f"Raman multipolar, sum: {sum(raman_mult):.6f}")
print(f"Raman minimal, absorption first: {raman_min[0]:.6f}")
print(f"Raman minimal, emission first: {raman_min[1]:.6f}")
print(f"Raman minimal, A^2 diagram: {raman_min[2]:.6f}")
print(f"Raman minimal, sum: {sum(raman_min):.6f}")
print(f"elastic multipolar, absorption first: {elast_mult[0]:.6f}")
print(f"elastic multipolar, emission first: {elast_mult[1]:.6f}")
print(f"elastic multipolar, sum: {sum(elast_mult):.6f}")
print(f"elastic minimal, absorption first: {elast_min[0]:.6f}")
print(f"elastic minimal, emission first: {elast_min[1]:.6f}")
print(f"elastic minimal, A^2 diagram: {elast_min[2]:.6f}")
print(f"elastic minimal, sum: {sum(elast_min):.6f}")
print(f"largest difference over all polarizations: {worst:.1e}")
for name, amp, w2 in (("Raman", sum(raman_mult), w_raman), ("elastic", sum(elast_mult), w_in)):
    s = cross_section(amp, w_in, w2)
    print(f"{name} cross-section: {s / a0**2:.4e} a0^2/sr = {s:.4e} m^2/sr")
print(f"off shell by (hartree): {eta}")
print(f"off-shell Raman T multipolar, minimal: {off_mult:.6f}, {off_min:.6f}")
print(f"off-shell difference from eta W/(w w'): {off_formula:.6f}")
print("elastic sums cut to lowest states: T multipolar, T minimal, missing strength")
for kept, t_a, t_b, missing in truncation:
    print(f"  {kept:2d} states: {t_a:.6f}, {t_b:.6f}, {missing:.6f}")
print(f"dipole shifted by 5 e a0, Raman diagrams: {shifted[0]:.6f}, {shifted[1]:.6f}")
print(f"dipole shifted by 5 e a0, Raman sum: {sum(shifted):.6f}")
print(f"nonlocal potential, elastic T multipolar, minimal: {nl_mult:.4f}, {nl_min:.4f}")
print(f"static alpha_xx, formula and finite field: {alpha_static:.4f}, {alpha_field:.4f}")
print(f"cross-section / r_e^2 at {w_high} hartree: {sigma_high / r_e**2:.5f}")
print(f"two electrons, photon energy (hartree): {w_pair}")
print(f"two electrons, T multipolar, minimal: {pair_mult:.5f}, {pair_min:.5f}")
print(f"two electrons, minimal with N=1 by mistake: {pair_wrong:.5f}")
print(f"two-mode test: G = {G}, mode-1 photon energy (hartree) {w_mode}")
for f, name in ((0, "elastic"), (1, "Raman")):
    predicted, found = crossing[f]
    print(f"{name} |M|/G^2 from formula: {predicted:.5f}")
    print(f"  half gap/G^2, multipolar without P^2 term: {found[0]:.5f}")
    print(f"  half gap/G^2, multipolar with P^2 term: {found[1]:.5f}")
    print(f"  half gap/G^2, minimal coupling: {found[2]:.5f}")
print("all assertions hold")
```

It prints:

```
Atomic units; amplitudes T in e^2 a0^2/hartree
well: freq x 0.3, freq y 0.4, cubic 0.02, quartic 0.005
excitation energies 1-4 (hartree): [0.41002 0.48296 0.88183 0.93152]
incident photon energy (hartree): 0.7
Raman photon energy (hartree): 0.28998
incident, scattered polarization: [0.6 0.8] [1. 0.]
Raman multipolar, absorption first: -1.466047
Raman multipolar, emission first: 0.683841
Raman multipolar, sum: -0.782207
Raman minimal, absorption first: -0.715662
Raman minimal, emission first: -0.066544
Raman minimal, A^2 diagram: 0.000000
Raman minimal, sum: -0.782207
elastic multipolar, absorption first: 2.449119
elastic multipolar, emission first: -0.701105
elastic multipolar, sum: 1.748014
elastic minimal, absorption first: 0.747423
elastic minimal, emission first: -0.223899
elastic minimal, A^2 diagram: 1.224490
elastic minimal, sum: 1.748014
largest difference over all polarizations: 1.1e-11
Raman cross-section: 2.9615e-11 a0^2/sr = 8.2930e-32 m^2/sr
elastic cross-section: 2.0804e-09 a0^2/sr = 5.8257e-30 m^2/sr
off shell by (hartree): 0.05
off-shell Raman T multipolar, minimal: -0.854072, -0.664882
off-shell difference from eta W/(w w'): 0.189190
elastic sums cut to lowest states: T multipolar, T minimal, missing strength
   2 states: 2.154664, 1.963739, -0.093553
   3 states: 1.762010, 1.776828, 0.007261
   6 states: 1.749632, 1.754674, 0.002471
  20 states: 1.748014, 1.748014, -0.000000
dipole shifted by 5 e a0, Raman diagrams: -22.641981, 21.859775
dipole shifted by 5 e a0, Raman sum: -0.782207
nonlocal potential, elastic T multipolar, minimal: 2.9319, 2.1041
static alpha_xx, formula and finite field: 5.8685, 5.8684
cross-section / r_e^2 at 20.0 hartree: 1.00090
two electrons, photon energy (hartree): 0.2
two electrons, T multipolar, minimal: -13.57136, -13.57136
two electrons, minimal with N=1 by mistake: -38.57136
two-mode test: G = 0.003, mode-1 photon energy (hartree) 0.6
elastic |M|/G^2 from formula: 2.82140
  half gap/G^2, multipolar without P^2 term: 2.82050
  half gap/G^2, multipolar with P^2 term: 2.82093
  half gap/G^2, minimal coupling: 2.82093
Raman |M|/G^2 from formula: 0.28536
  half gap/G^2, multipolar without P^2 term: 0.28530
  half gap/G^2, multipolar with P^2 term: 0.28531
  half gap/G^2, minimal coupling: 0.28531
all assertions hold
```
